# Does the steepest transfer-curve slope give a transistor's channel mobility?

## Question

I am extracting the mobility of an organic field-effect transistor from its transfer curve, the drain current \(I\) against gate voltage \(V_G\), at a small fixed drain voltage \(V_D\). The current stays near zero for a long stretch, rises steeply and almost linearly over a few volts, then bends over and continues with a smaller slope. I use

\[
\mu_{\rm app}=\frac{L}{WCV_D}\,\frac{dI}{dV_G},
\]

with channel length \(L\), width \(W\) and gate capacitance per area \(C\).

My reasoning is that the contacts are resistances in series with the channel, so they can only reduce the current. The steepest part should then be where they do the least harm, and its slope should be the channel mobility or, at worst, a lower bound on it. Is that right? If not, how large can the error be, and what should I measure instead?

## Answer

No. A series contact does reduce the current at every gate voltage, but a reduced current can have an increased slope. If the contact resistance falls fast enough as the gate voltage rises, the current catches up with its contact-free value over a few volts, and the slope there measures the catching up. A channel of constant mobility can then show a steep section, a bend, and an apparent mobility several times too large.

### The channel and its contact

I use the signs of an electron channel; for holes, reverse the signs of all voltages and currents, including the threshold. Let \(\mu\) be the true channel mobility, taken as constant, \(V_T\) the threshold, and \(x=V_G-V_T>0\). At a distance \(y\) from the source the channel potential is \(V(y)\), the mobile charge per area has magnitude \(C(x-V)\), and the current is

\[
I=\mu CW\,(x-V)\,\frac{dV}{dy}.
\]

Put the contact resistance \(R_c(V_G)\) at the source. It is taken as ohmic at each fixed gate voltage, so the channel begins at potential \(V_S=IR_c\) and ends at \(V_D\). Since \(I\) is the same at every \(y\), integration from \(0\) to \(L\) gives

\[
IL=\mu CW\left[x(V_D-V_S)-\frac{V_D^2-V_S^2}{2}\right],
\]

or, with \(k=\mu CW/L\),

\[
I=k\,(V_D-V_S)\left[x-\frac{V_D+V_S}{2}\right].
\]

For \(V_D\ll x\) the second term in the bracket can be dropped. The channel is then a resistor \(R_{\rm ch}=1/(kx)\). Inserting \(V_S=IR_c\) gives \(I(1+kxR_c)=kxV_D\), hence

\[
I=\frac{kxV_D}{1+r},\qquad r=\frac{R_c}{R_{\rm ch}}=kxR_c .
\]

### The slope

Both \(x\) and \(r\) change with the gate voltage:

\[
\frac{1}{V_D}\frac{dI}{dV_G}=\frac{k}{1+r}-\frac{kx}{(1+r)^2}\frac{dr}{dx}.
\]

Describe the fall of the contact resistance by its logarithmic slope

\[
s=-\frac{d\ln R_c}{d\ln x}.
\]

Because \(r=kxR_c\), we have \(d\ln r/d\ln x=1-s\), so \(dr/dx=(1-s)r/x\). Substitution gives

\[
\frac{1}{V_D}\frac{dI}{dV_G}
=k\,\frac{(1+r)-(1-s)r}{(1+r)^2}
=k\,\frac{1+sr}{(1+r)^2}.
\]

Multiplying by \(L/(WC)\) turns \(k\) into \(\mu\), and therefore

\[
\boxed{\frac{\mu_{\rm app}}{\mu}=\frac{1+sr}{(1+r)^2}}
\]

The term \(sr\) comes from the gate dependence of the contact. Some cases show what it does:

- For a constant contact resistance, \(s=0\) and \(\mu_{\rm app}=\mu/(1+r)^2\). Your lower-bound argument holds here.
- For \(R_c\propto 1/x\), \(s=1\) and \(\mu_{\rm app}=\mu/(1+r)\), again too small.
- For a dominant, falling contact resistance, with \(r\gg1\) and \(sr\gg1\), the ratio tends to \(s/r\). Then \(\mu_{\rm app}=Ls/(WCxR_c)\), from which \(\mu\) has cancelled. The slope describes the contact alone.

### When the slope is too large, and by how much

The ratio exceeds one when \(1+sr>1+2r+r^2\). Subtracting one and dividing by \(r>0\) leaves

\[
s>2+r .
\]

So the contact resistance must fall faster than \(x^{-2}\) locally, and faster still where it is a large part of the total.

For a given \(s>2\), the worst value of \(r\) follows from

\[
\frac{\partial}{\partial r}\frac{1+sr}{(1+r)^2}
=\frac{s(1+r)-2(1+sr)}{(1+r)^3}
=\frac{s-2-sr}{(1+r)^3}.
\]

This is positive below \(r_*=(s-2)/s\) and negative above it, so \(r_*\) is a maximum. There \(1+sr_*=s-1\) and \(1+r_*=2(s-1)/s\), which gives

\[
\frac{\mu_{\rm app}}{\mu}\le\frac{s^2}{4(s-1)} .
\]

To reach a factor \(F>1\), \(s\) must be at least the larger root of \(s^2-4Fs+4F=0\):

\[
s\ge 2F\left[1+\sqrt{1-\frac1F}\,\right].
\]

The smaller root lies below 2, outside the range where an overestimate is possible. For \(F=3\) the requirement is \(s\ge10.9\). That is steep as a power law, but an exponential fall reaches it easily, as the example shows.

### How a smaller current gets a larger slope

Compare the current with that of the same device without contact resistance:

\[
\frac{I}{kxV_D}=\frac{1}{1+r}\le1 .
\]

This is the correct form of your argument: it bounds the current, not its derivative. Integrating the slope from threshold, where \(I=0\), up to \(x=X\) gives

\[
\int_0^X\left(\frac{\mu_{\rm app}}{\mu}-1\right)dx
=\frac{X}{1+r_X}-X=-\frac{Xr_X}{1+r_X},
\]

where \(r_X\) is the value of \(r\) at \(X\). If the contact becomes negligible at high gate voltage, so that \(Xr_X\to0\), the right side vanishes. On a plot of \(\mu_{\rm app}/\mu\) against gate voltage, the area above one then equals the area missing below one. A long delay followed by a quick recovery produces a high peak.

The delay also falsifies the threshold. The tangent at a point of the curve meets the voltage axis at

\[
V_G-\frac{I}{dI/dV_G}=V_G-x\,\frac{1+r}{1+sr}
=V_T+x\,\frac{(s-1)r}{1+sr}.
\]

For \(s>1\) this lies above \(V_T\). If you compute a mobility from \(I/(V_G-V_{\rm false})\) at the tangent point, using this false threshold, you recover the tangent slope by construction. Agreement between the two is therefore no independent support for the value.

### A worked transistor

Take a model device with round parameters, in ordinary device units: \(\mu=1\ \mathrm{cm^2/(V\,s)}\), \(C=10\ \mathrm{nF/cm^2}\), \(W=1000\ \mathrm{\mu m}\), \(L=100\ \mathrm{\mu m}\), \(V_T=5\ \mathrm V\) and \(V_D=0.1\ \mathrm V\). Then \(k=10^{-7}\ \mathrm{A/V^2}\). For the contact, take

\[
R_c=(500\ \mathrm{k\Omega})\exp\left[-\frac{V_G-25\ \mathrm V}{v}\right],\qquad v=1.25\ \mathrm V .
\]

Since \(d\ln R_c/dx=-1/v\), the logarithmic slope is \(s=x/v\), which grows along the sweep.

One possible origin of such a law is thermally activated injection over a barrier that the gate lowers linearly. At 300 K, the chosen \(v\) then means a lowering of \(k_BT/v\), with \(k_BT\) in electronvolts, or about 0.021 eV per gate volt. Between threshold and 25 V this adds up to 0.41 eV. The lowering per volt is small, but the example uses the law through the bend and on to about 35 V, where the contact has become negligible. That needs a total lowering of 0.62 eV, and the barrier at threshold must be higher still. Such a contact is also ohmic only while the voltage across it is small compared with \(k_BT/e\), about 0.026 V. Below the kink it would carry most of the 0.1 V applied here and its current would saturate. With the law \(I=(k_BT/eR_c)\,[1-e^{-eV_S/k_BT}]\), the peak of \(\mu_{\rm app}/\mu\) rises to about 6.6 at \(V_D=0.1\) V, above the bound derived earlier, which holds only for an ohmic contact; at \(V_D=0.01\) V it is about 4.5, close to the ohmic value found below. The example keeps the contact ohmic throughout. For a real barrier contact its peak height is a fair guide only at a drain voltage of about 0.01 V or less, and its two-length result is not reliable below the kink even then.

At \(V_G=25\) V the numbers can be done by hand. Here \(x=20\) V, so \(R_{\rm ch}=1/(10^{-7}\times20)\ \Omega=500\ \mathrm{k\Omega}\), \(r=1\) and \(s=20/1.25=16\). Hence

\[
\frac{\mu_{\rm app}}{\mu}=\frac{1+16}{(1+1)^2}=4.25 .
\]

The contact takes half the drain voltage and halves the current, while the slope is more than four times that of the contact-free device.

For the whole curve I solved the channel numerically without the small-\(V_D\) step. The channel was cut into 60 cells, each with a resistance set by its local potential, and the potentials were iterated until they agreed with the current. The current was then differentiated by central differences in \(V_G\).

| \(V_G\) (V) | \(r\) | \(I\) (µA) | \(\mu_{\rm app}\) (cm²/(V s)) |
|---:|---:|---:|---:|
| 20.0 | 41 | 0.0036 | 0.28 |
| 22.5 | 6.5 | 0.023 | 1.64 |
| 25.0 | 1.0 | 0.100 | 4.24 |
| 27.5 | 0.15 | 0.195 | 2.81 |
| 30.0 | 0.023 | 0.244 | 1.39 |
| 35.0 | 0.0005 | 0.299 | 1.01 |
| 45.0 | \(2\times10^{-7}\) | 0.400 | 1.00 |

This has the shape you describe. The bend, or kink, is smooth: it is the passage from a current limited by the contact to one limited by the channel. The apparent mobility peaks at 4.3 cm²/(V s), near 25.4 V, where the current is still only 0.57 of its contact-free value. The steepest point is therefore not where the contact does least harm.

At the peak \(r=0.76\) and \(s=16.3\), and the bound for that \(s\) is 4.34. The peak lies at a slightly smaller \(r\) than \(r_*=0.88\) because \(s\) is still growing as \(r\) falls: a little beyond \(r_*\), the gain from larger \(s\) still outweighs the loss from smaller \(r\).

Fitting a line does not remove the error. A least-squares line through the 4 V window centred on the peak gives 3.9 cm²/(V s), and the apparent mobility stays above twice the true one from about 22.8 to 28.6 V. The tangent at the peak gives a threshold of 22.7 V instead of 5 V.

The area rule can be read off as well. The overestimate begins at 21.74 V. By then the formula gives a lost area of 15.39 V, and integrating the excess of the numerical slope up to 55 V gives a gain of 15.34 V. The difference of 0.05 V comes from the finite drain voltage. At high gate voltage \(V_S\to0\), and the full channel equation gives \(I=kV_D(x-V_D/2)\), which stays behind \(kV_Dx\) by \(V_D/2=0.05\) V on this scale.

The small-\(V_D\) formula is accurate enough here. Over the sweep from 6 to 55 V, its ratio \(\mu_{\rm app}/\mu\) differs from the numerical one by at most 0.012. At \(V_D=0.01\) V the largest difference is 0.0012, ten times smaller, as expected for a correction of first order in \(V_D\).

### Three changes to the device

**Constant contact resistance.** Hold \(R_c\) at 500 kΩ for all gate voltages. At 25 V there is again \(r=1\), but now \(s=0\), and the apparent mobility is 0.25 cm²/(V s). Nowhere in the sweep does it exceed the true value. The overestimate thus comes from the gate dependence of the contact, not from the size of its resistance.

**A longer channel.** Make \(L\) ten times larger. At any fixed gate voltage \(r\) is then ten times smaller, which helps if the whole sweep lies above the kink. But a sweep from threshold still passes through \(r\approx1\), only earlier. If the original device has a given \(r\) at \(x\), the longer one has it at \(x'\), where

\[
\frac{x'}{10}\,e^{-x'/v}=x\,e^{-x/v}
\quad\Rightarrow\quad
x-x'=v\left[\ln10+\ln\frac{x}{x'}\right].
\]

The leading part of the shift is \(v\ln10\approx2.9\) V. In the numerical solution the peak moves down by 3.0 V, to 22.35 V, and its height falls only from 4.3 to 3.7 cm²/(V s), since \(s=x/v\) has changed little.

**A residual resistance.** In the original device the slope far above the kink gives the right mobility because \(R_c\) has vanished there. Add a constant 100 kΩ to the contact. At 45 V, \(r=10^{-7}\times40\times10^5=0.4\) and \(s\) is practically zero, so the ratio is \(1/1.4^2=0.51\). The numerical slope gives the same 0.51 cm²/(V s), while the peak is still 3.5 cm²/(V s). The steep section now reads too high and the upper section too low, so choosing the section after the kink is not a general cure.

### What to measure instead

Remove the contact resistance at each gate voltage first, and differentiate afterwards.

**Inner voltage probes.** Place two probes that draw no current at \(L/3\) and \(2L/3\), and let \(\Delta V\) be the voltage between them. Integrating the local channel law between the probes gives

\[
\frac{I}{\Delta V}=3k\,(x-\bar V),
\]

where \(\bar V\) is the mean of the two probe potentials. The contact resistance does not appear. For small \(V_D\), the gate derivative is \(3k\), from which \(\mu=kL/(WC)\). In the example this gives 1.000 to 1.009 cm²/(V s) between 15 and 55 V. The small excess arises because \(\bar V\) falls as the voltage lost at the source contact falls; it is proportional to \(V_D\).

**Two channel lengths.** With identical contacts, thresholds and widths, the total resistances \(R=V_D/I\) of channels of length \(L\) and \(2L\) obey, for small \(V_D\),

\[
R(2L)-R(L)=\left(R_c+\frac{2}{kx}\right)-\left(R_c+\frac{1}{kx}\right)=\frac{1}{kx}.
\]

The inverse of this difference is \(kx\), with slope \(k\). The example gives 1.000 to 1.011 cm²/(V s) over the same range. In practice the method depends on how well the contacts of the two devices match, above all where \(R_c\) is much larger than the difference sought.

### Limits of this diagnosis

A kink alone does not prove that the contact is responsible. If the mobility itself depends on gate voltage, a contact-free device has \(I=(CW/L)\,\mu(V_G)\,xV_D\), and

\[
\mu_{\rm app}=\mu+x\,\frac{d\mu}{dV_G}.
\]

A rising mobility therefore also makes the slope too large. The inner probes separate the two causes: a kink that survives in \(I/\Delta V\) belongs to the channel, and one that disappears belongs to the contacts. In the first case, obtain \(\mu\) from \(I/\Delta V\) divided by \(x\), which needs an independent value of \(V_T\), rather than from the derivative.

The formulas also assume a sharp threshold, no drift of \(V_T\) during the sweep, and a contact that is ohmic at fixed gate voltage. If the contact is not ohmic, its resistance differs between two channel lengths measured at the same \(V_D\) and no longer cancels in their difference; the inner probes still work. The formulas apply to the linear regime. In saturation the voltage lost at the source changes the current in another way, and the slope of \(\sqrt I\) needs its own analysis.

For your curve, I would not report the steepest slope as a mobility, or as a lower bound on one, until the contact resistance has been measured as a function of gate voltage.
